# Tunnel splitting and the one-percent threshold in a quartic double well

## The question

A soft phonon in an oxide can have two equivalent displaced minima, which are two variants of the same distorted structure. Treat the mode as one rigid coordinate with the dimensionless Hamiltonian

$$H(a)=\tfrac12p^2+q^4-a\,q^2,\qquad p=-i\frac{d}{dq},\qquad a\ge 0 .$$

The levels are $E_0<E_1<E_2<\dots$. Define the lowest splitting $\Delta=E_1-E_0$, the next gap $g=E_2-E_1$ and their ratio $R=\Delta/g$. The task is to find the value $a_c$ at which $R$ falls to $0.01$, and to understand what fixes it. The factor $\tfrac12$ in the kinetic term is part of the definition, and $a_c$ depends on it.

## Part (a): scaling

**Question.** A mode of mass $M$ has the Hamiltonian $P^2/2M-AQ^2+BQ^4$ with $A,B>0$. Reduce it to $H(a)$, and express $a$ through the mass, the barrier $V_b$ and the positions $\pm d$ of the minima. Find the harmonic frequency of a well.

**Answer.** Put $Q=\ell q$. The kinetic term becomes $-(\hbar^2/2M\ell^2)\,d^2/dq^2$ and the quartic term $B\ell^4q^4$. Both take the required form in the energy unit $\varepsilon$ if

$$\varepsilon=\frac{\hbar^2}{M\ell^2}=B\ell^4,\qquad \ell^6=\frac{\hbar^2}{MB}.$$

The quadratic term is then $-\varepsilon a q^2$ with $a=A\ell^2/\varepsilon=A/(B\ell^2)$.

The derivative of $V=q^4-aq^2$ is $4q^3-2aq$, so the minima lie at $q=\pm c$ with $c^2=a/2$. There $V=a^2/4-a^2/2=-a^2/4$. The barrier top is at $q=0$, at energy zero, so the barrier is $a^2/4$. In physical units $d^2=\ell^2a/2$ and $V_b=\varepsilon a^2/4$. Their product, with $\varepsilon\ell^2=\hbar^2/M$, gives

$$a^3=\frac{8MV_bd^2}{\hbar^2}.$$

A single combination of mass, barrier and displacement therefore decides $R$. The curvature at a minimum is $V''(c)=12c^2-2a=4a$. The reduced mass parameter is one, so $\omega=2\sqrt a$.

## Part (b): the matrix

**Question.** Set up $H(a)$ in the states $|n\rangle$ of an oscillator of frequency $\Omega$. Which blocks contain $E_0,E_1,E_2$, and what does truncation do to the levels and to $\Delta$?

**Answer.** With $[b,b^\dagger]=1$ and $N=b^\dagger b$,

$$q=\frac{b+b^\dagger}{\sqrt{2\Omega}},\qquad p=-i\sqrt{\frac{\Omega}{2}}\,(b-b^\dagger).$$

Since $bb^\dagger+b^\dagger b=2N+1$, squaring gives

$$q^2=\frac{X}{2\Omega},\quad X=2N+1+b^2+b^{\dagger2},\qquad p^2=\frac{\Omega}{2}\left(2N+1-b^2-b^{\dagger2}\right).$$

Let $r_n=\sqrt{(n+1)(n+2)}$. Then

$$X|n\rangle=(2n+1)|n\rangle+r_n|n+2\rangle+r_{n-2}|n-2\rangle .$$

The quartic term is $q^4=X^2/4\Omega^2$. Applying $X$ twice gives

$$\begin{aligned}
\langle n|X^2|n\rangle&=(2n+1)^2+r_n^2+r_{n-2}^2=6n^2+6n+3,\\
\langle n+2|X^2|n\rangle&=r_n[(2n+1)+(2n+5)]=r_n(4n+6),\\
\langle n+4|X^2|n\rangle&=r_nr_{n+2}.
\end{aligned}$$

Collecting terms,

$$\begin{aligned}
H_{n,n}&=\frac{\Omega(2n+1)}4+\frac{6n^2+6n+3}{4\Omega^2}-\frac{a(2n+1)}{2\Omega},\\
H_{n+2,n}&=r_n\left[-\frac\Omega4+\frac{4n+6}{4\Omega^2}-\frac a{2\Omega}\right],\\
H_{n+4,n}&=\frac{r_nr_{n+2}}{4\Omega^2}.
\end{aligned}$$

The matrix is symmetric and all other elements vanish. Even and odd $n$ do not mix. In one dimension the bound state $\psi_n$ has $n$ nodes, and in a symmetric potential its parity is therefore $(-1)^n$. Thus $E_0$ and $E_2$ are the two lowest even levels, and $E_1$ is the lowest odd one.

By the variational principle, each truncated eigenvalue is an upper bound to the corresponding level of its block. A difference of two upper bounds is not a bound, so the convergence of $\Delta$ has to be examined separately. With $\Omega=4$ and $a$ at the threshold found in part (d), five states per parity give $\Delta=-0.0427$: the even level is still so poor that it lies above the odd one. Ten states give $0.030575$, while twenty and forty both give $0.030576$.

## Part (c): how the splitting depends on $a$

**Question.** Prove that $\Delta$ decreases with $a$ for every $a$. Express $\Delta$ through the wavefunctions at the barrier top.

**Answer.** For a normalised eigenstate, differentiate $E_n=\langle\psi_n|H|\psi_n\rangle$. The terms from the change of the state add up to $E_n\,d\langle\psi_n|\psi_n\rangle/da=0$. What remains is

$$\frac{dE_n}{da}=\left\langle\frac{\partial H}{\partial a}\right\rangle_n=-\langle q^2\rangle_n,\qquad \frac{d\Delta}{da}=\langle q^2\rangle_0-\langle q^2\rangle_1 .$$

It must be shown that the odd state has the larger mean square. Choose $\psi_0$ and $\psi_1$ real and positive for $q>0$, and let $W=\psi_0\psi_1'-\psi_1\psi_0'$. The Schrödinger equation reads $\psi_n''=2(V-E_n)\psi_n$, so

$$W'=\psi_0\psi_1''-\psi_1\psi_0''=-2\Delta\,\psi_0\psi_1 .$$

Because $W$ vanishes at infinity,

$$W(q)=2\Delta\int_q^\infty\psi_0\psi_1\,dx>0\qquad(q\ge0).$$

Hence $(\psi_1/\psi_0)'=W/\psi_0^2>0$, and $\rho=\psi_1^2/\psi_0^2$ increases for $q>0$. Both states have the same norm, so $\int_0^\infty(\rho-1)\psi_0^2\,dq=0$. The increasing function $\rho-1$ must then change sign once, at some $q_*$. Subtracting $q_*^2$ times this vanishing integral gives

$$\langle q^2\rangle_1-\langle q^2\rangle_0=2\int_0^\infty(q^2-q_*^2)(\rho-1)\psi_0^2\,dq>0,$$

since the two brackets have the same sign everywhere. Therefore $d\Delta/da<0$.

At $q=0$ the odd function vanishes, so $W(0)=\psi_0(0)\psi_1'(0)$ and

$$\Delta=\frac{\psi_0(0)\,\psi_1'(0)}{2\int_0^\infty\psi_0\psi_1\,dq}.$$

This is an identity, with no assumption of a high barrier. The splitting is small when the amplitude at the barrier top is small.

## Part (d): the threshold

**Question.** Find $a_c$ and the slope of $\ln R$ there. How firmly is it established that $R$ stays below $0.01$ for larger $a$?

**Answer.** Diagonalisation with forty states per parity gives

| $a$ | $\Delta$ | $g$ | $R$ |
|---|---|---|---|
| 0 | 1.726 | 2.303 | 0.749 |
| 2 | 0.792 | 1.882 | 0.421 |
| 4 | 0.0957 | 2.474 | 0.0387 |
| 5 | 0.01665 | 3.362 | 0.00495 |
| 6 | 0.00210 | 4.189 | 0.000501 |

The root lies between 4 and 5, and bracketing gives

$$a_c=4.6754,\qquad \Delta=0.030576,\qquad g=3.0576 .$$

If the kinetic term were $p^2$ instead of $\tfrac12p^2$, the threshold would change. Setting $q=\lambda x$ with $\lambda^6=2$ turns $p^2+q^4-a'q^2$ into $\lambda^4H(a'/\lambda^2)$. The ratio $R$ does not feel the prefactor, so $a'_c=2^{1/3}a_c\approx5.891$.

For the slope, use $dg/da=\langle q^2\rangle_1-\langle q^2\rangle_2$:

$$\frac{d\ln R}{da}=\frac{\langle q^2\rangle_0-\langle q^2\rangle_1}{\Delta}-\frac{\langle q^2\rangle_1-\langle q^2\rangle_2}{g}.$$

The mean squares at $a_c$ are $2.04477$, $2.10033$ and $1.16617$. The first term is $-0.05556/0.030576=-1.817$ and the second is $-0.93416/3.0576=-0.306$. The sum is $-2.123$, in agreement with a finite-difference derivative of $\ln R$. Most of the fall in $R$ comes from the shrinking splitting, and about one seventh from the growing gap.

For uniqueness, part (c) gives $\Delta(a)<\Delta(a_c)$ whenever $a>a_c$. It is then sufficient that $g(a)\ge g(a_c)$. This is not proved here. On a scan of $0\le a\le10$ in steps of $0.1$, $R$ fell at every step, and $g$ rose at every step beyond $a_c$. Above the scanned range the argument rests on the large-$a$ form derived next.

## Part (e): the deep-well limit

**Question.** Find the leading forms of $\Delta$ and $R$ for large $a$, and the first correction to $g$ within a single well.

**Answer.** Measure energy from the well bottom, where the potential is $U=V+a^2/4=(q^2-c^2)^2$. Let $\varphi=(\psi_0+\psi_1)/\sqrt2$, the state localised in the right well. Up to exponentially small terms it obeys the Schrödinger equation with energy $\omega/2$ at leading order. Inside the barrier write $\varphi=\mathcal A e^{-S}$. Substitution gives

$$-\tfrac12\mathcal A''+\mathcal A'S'+\tfrac12\mathcal AS''-\tfrac12\mathcal AS'^2+U\mathcal A=\tfrac\omega2\mathcal A .$$

The largest terms require $S'^2=2U$. The function grows towards $q=c$, so $S'$ is negative in the barrier:

$$S'=\sqrt2\,(q^2-c^2),\qquad S=\frac{\sqrt2}{3}(q-c)^2(q+2c),$$

with $S(c)=0$. In the next order $\mathcal A''$ is dropped. Since $\omega=2\sqrt a=2\sqrt2\,c$ and $S''=2\sqrt2\,q$,

$$\frac{\mathcal A'}{\mathcal A}=\frac{\omega-S''}{2S'}=\frac{\sqrt2(c-q)}{\sqrt2(q-c)(q+c)}=-\frac1{q+c},$$

so $\mathcal A\propto1/(q+c)$. Near $q=c$ the exponent is $S\approx\sqrt2\,c(q-c)^2=\tfrac12\omega(q-c)^2$, which is that of the harmonic ground state $(\omega/\pi)^{1/4}e^{-\omega(q-c)^2/2}$. Matching the amplitude at $c$ gives

$$\varphi=\left(\frac\omega\pi\right)^{1/4}\frac{2c}{q+c}\,e^{-S(q)} .$$

The dropped term has relative size $\mathcal A''/(\omega\mathcal A)\sim1/c^3$ for $q+c$ of order $c$, which includes the barrier top. The correction is thus of relative order $a^{-3/2}$.

In the deep-well limit $\psi_0$ and $\psi_1$ coincide in the right half, where each has norm $\tfrac12$. The integral in part (c) tends to $\tfrac12$, and $\Delta\approx\psi_0(0)\psi_1'(0)=2\varphi(0)\varphi'(0)$. At $q=0$ the prefactor is $2(\omega/\pi)^{1/4}$, the exponent is $S(0)=2\sqrt2c^3/3$, and $\varphi'(0)\approx-S'(0)\varphi(0)=\sqrt2c^2\varphi(0)$. The last step drops $\mathcal A'/\mathcal A=-1/c$, whose relative size is $1/(\sqrt2c^3)=2a^{-3/2}$. This is the same order as the term neglected above, and it makes the slope, and with it $\Delta$, too large. Therefore

$$\Delta\approx2\sqrt2\,c^2\cdot4\sqrt{\frac\omega\pi}\,e^{-2S(0)}=\frac{8}{\sqrt\pi}\,a^{5/4}e^{-S_0},\qquad S_0=\tfrac23a^{3/2},$$

where $c^2=a/2$ and $c^3=a^{3/2}/2\sqrt2$ were used.

At $a=6,8,10$ this form exceeds the diagonalised splitting by $12.2\%$, $7.35\%$ and $5.1\%$ of the latter. Multiplied by $S_0$, these relative errors are $1.20$, $1.11$ and $1.07$. They vary slowly, as a correction of order $1/S_0$ requires.

For the gap, put $x=q-c$. Then $U=x^2(2c+x)^2=4c^2x^2+4cx^3+x^4$. The harmonic part has frequency $\omega$. The quartic term in first order raises the one-quantum gap by $(15-3)/4\omega^2=3/\omega^2$, by the diagonal elements of part (b). The cubic term acts in second order. In units of $(2\omega)^{-3/2}$, the elements of $x^3$ from $n=0$ are $3$ to $n=1$ and $\sqrt6$ to $n=3$. From $n=1$ they are $3$ to $n=0$, $6\sqrt2$ to $n=2$ and $\sqrt{24}$ to $n=4$. The two shifts are

$$\begin{aligned}
\delta E_{n=0}&=-\frac{16c^2}{8\omega^4}\left(9+\frac63\right)=-\frac{16c^2}{8\omega^4}\,11,\\
\delta E_{n=1}&=-\frac{16c^2}{8\omega^4}\left(-9+72+\frac{24}3\right)=-\frac{16c^2}{8\omega^4}\,71 .
\end{aligned}$$

Their difference, with $16c^2=2\omega^2$, is $-15/\omega^2$. The total change is $-12/\omega^2$. Since $12/\omega^3=3/(2a^{3/2})=1/S_0$,

$$g\approx2\sqrt a\left(1-\frac1{S_0}\right).$$

At $a=10$ the bracket is $0.953$, and the diagonalised $g/\omega$ is $0.948$. At leading order

$$R\approx\frac4{\sqrt\pi}\,a^{3/4}e^{-S_0},\qquad \frac{d\ln R}{da}\approx\frac3{4a}-\sqrt a .$$

This slope is negative for $a^{3/2}>3/4$, so the leading form keeps falling beyond the scanned range.

## Part (f): testing the deep-well estimate at threshold

**Question.** Estimate $a_c$ from the leading form of $R$. Is its accuracy a sign that the wells are harmonic?

**Answer.** Setting the leading form equal to $0.01$ gives $a=4.593$, which is $1.8\%$ below $a_c$. The ingredients are much less accurate. At $a_c$ the leading splitting is $1.201$ times the true one, and the harmonic frequency $4.325$ is $1.414$ times the true gap. The estimated ratio is thus wrong by the factor $1.201/1.414=0.849$: two overestimates partly cancel.

The remaining error moves the threshold little because $R$ is steep. The slope of the leading form at $a_c$ is $3/(4\times4.675)-\sqrt{4.675}=-2.00$. The expected shift is $\ln(0.849)/2.00=-0.082$, which is the difference found.

The wells are far from harmonic for the second doublet. The well bottom is at $-5.465$, so a harmonic level with one quantum would lie at $-5.465+1.5\times4.325=1.02$, above the barrier top. The true $E_2=-0.353$ lies just below the top. The correction of part (e), with $S_0=6.74$, lowers $g/\omega$ to $0.852$; the true value is $0.707$. The first correction supplies about half of the deficit. The rest contains higher anharmonic orders and the tunnelling of the second doublet, which are not separated here.

## Part (g): a mode in physical units

**Question.** Take a model mode with $M=16$ u and minima at $\pm0.30$ Å. What barrier brings it to the threshold? What happens if two such cells must move together, or if the wells are slightly unequal?

**Answer.** These are round model parameters and describe no particular oxide. With $\hbar^2/M=0.26126$ meV Å$^2$, part (a) gives

$$V_b=\frac{a_c^3}{8}\,\frac{\hbar^2}{Md^2}=\frac{102.20}{8}\times\frac{0.26126}{0.0900}\ \text{meV}=37.08\ \text{meV}.$$

The energy unit is $\varepsilon=4V_b/a_c^2=6.786$ meV. The splitting is $0.030576\,\varepsilon=0.2075$ meV and the next gap is $3.0576\,\varepsilon=20.75$ meV. A separate diagonalisation in ångströms and millielectronvolts reproduces the ratio. For this mass and displacement, a higher barrier puts the splitting below one percent of the gap. At twice the displacement, a quarter of this barrier suffices.

If $K$ identical cells are locked to the same displacement, the mass and the barrier are both multiplied by $K$ at fixed $d$. Then $a^3$ grows as $K^2$, so $a\propto K^{2/3}$ and $S_0\propto K$. Two cells, each at the threshold, have $a=2^{2/3}\times4.675=7.42$. The computed ratio there lies between $4.3\times10^{-5}$ (at $a=7$) and $3.0\times10^{-6}$ (at $a=8$). Coherent tunnelling of a locked region is suppressed exponentially in its size.

Let the two localised states differ in energy by $\delta\ll g$. This is not quite the difference of the well bottoms, because the states are centred inward of the minima. For a linear tilt of this mode, $\delta$ is about $0.91$ times that difference. In the basis of the two localised states the lowest doublet is described by

$$\begin{pmatrix}\delta/2&-\Delta/2\\-\Delta/2&-\delta/2\end{pmatrix},\qquad E_\pm=\pm\tfrac12\sqrt{\Delta^2+\delta^2}.$$

A bias of about $0.2$ meV already matters as much as tunnelling in this example. The symmetric result therefore applies to two equivalent variants of one structure, and not to two polymorphs of different energy. The two-state description needs $k_BT\ll g$. In this example $g\approx21$ meV is smaller than $k_BT\approx26$ meV at room temperature, so it holds only well below that. The model also omits strain, other phonons and dissipation. Its $\Delta$ is a coherent level splitting and not the switching rate of an oxide film.

## Values computed for the example and the checks

```
All quantities dimensionless unless a unit is given
basis frequency 4.0, states per parity 40
largest basis-grid level difference 2.0e-13
a, E0, E1, E2, splitting, next gap, ratio:
0 0.667986 2.393644 4.696795 1.7257e+00 2.303151 7.4926e-01
1 0.337961 1.612737 3.661873 1.2748e+00 2.049136 6.2210e-01
2 -0.130419 0.661429 2.543795 7.9185e-01 1.882366 4.2067e-01
3 -0.894546 -0.542125 1.412462 3.5242e-01 1.954588 1.8030e-01
4 -2.199187 -2.103495 0.370467 9.5692e-02 2.473961 3.8680e-02
5 -4.135764 -4.119111 -0.756761 1.6652e-02 3.362351 4.9526e-03
6 -6.642727 -6.640628 -2.451186 2.0988e-03 4.189442 5.0097e-04
7 -9.680845 -9.680641 -4.910582 2.0431e-04 4.770058 4.2832e-05
8 -13.237594 -13.237578 -8.011096 1.5895e-05 5.226482 3.0413e-06
threshold a_c = 4.675374
E0, E1, E2 at a_c = -3.441376 -3.410800 -0.353186
splitting at a_c = 0.0305761
next gap at a_c = 3.057614
minima at q = +-1.52895
well bottom at a_c = -5.46478 (barrier top at 0)
harmonic frequency at a_c = 4.32452
states per parity, E0, E1, E2, splitting at a_c:
5 -3.33479993 -3.37752660 -0.11956771 -0.04272667
10 -3.44137505 -3.41079965 -0.35318260 0.03057540
20 -3.44137617 -3.41080003 -0.35318639 0.03057614
40 -3.44137617 -3.41080003 -0.35318639 0.03057614
mean q^2 in states 0, 1, 2 at a_c = 2.044771 2.100332 1.166171
d ln R/da at a_c: formula -2.12268, finite difference -2.12268
half-line overlap of states 0 and 1 at a_c = 0.498765
psi0(0) psi1'(0) at a_c = 0.0305006
splitting from barrier-top identity = 0.0305761
a, S0, exact splitting, large-a formula, rel. error, error*S0:
6 9.7980 2.0988e-03 2.3551e-03 0.1221 1.196
8 15.0849 1.5895e-05 1.7064e-05 0.0735 1.109
10 21.0819 5.3369e-08 5.6077e-08 0.0507 1.070
next gap/harmonic frequency at a = 6, 8, 10: 0.8552 0.9239 0.9481
threshold estimated from large-a form = 4.59312
S0 at a_c = 6.7396
large-a splitting/exact splitting at a_c = 1.2007
harmonic frequency/exact next gap at a_c = 1.4143
model mass = 16 u, minima at +-0.30 angstrom
hbar^2/M = 0.261260 meV angstrom^2
length unit = 0.19621 angstrom
energy unit = 6.7860 meV
threshold barrier = 37.084 meV
splitting at threshold = 0.20749 meV
next gap at threshold = 20.7491 meV
```
